# Brooks-Herring mobility and the limits of its T^(3/2)/N scaling

Let a carrier of charge magnitude $e$, mass $m$ and kinetic energy $E$ scatter from an ion whose potential energy has Coulomb strength $A$, an energy times a length, and screening length $L$. To leading order in the potential, the cross-section is proportional to $A^2$. The ratio $A/E$ is a length, so the cross-section must be $A^2/E^2$ times a function of the dimensionless quantities that remain. Without $A$, the quantities $E,m,\hbar,L$ form one such combination, $kL$, where $\hbar k=\sqrt{2mE}$. For ions of density $N$ the momentum-loss rate is therefore

$$
\frac1\tau\propto N\sqrt{\frac{E}{m}}\,\frac{A^2}{E^2}\,F(kL).
$$

A mobility has the form $e\tau/m$, and thermal carriers have $E\propto k_BT$. In a nondegenerate gas of density $n$ the screening length obeys $L^2\propto T/n$, as shown below, so $(kL)^2\propto T^2/n$. Hence

$$
\mu=\frac{T^{3/2}}{N}\,\Phi\!\left(\frac{T^2}{n}\right).
$$

The power $T^{3/2}/N$ is thus the prefactor of the answer. It becomes the whole temperature and density dependence to the extent that $\Phi$ varies slowly, and the calculation has to show how slowly.

This form already links the two exponents. Set $n=N$, and let $p$ be the logarithmic derivative of $\Phi$ with respect to its argument. Then $s_T=\partial\ln\mu/\partial\ln T=3/2+2p$ at fixed density, and $s_N=\partial\ln\mu/\partial\ln N=-1-p$ at fixed temperature. Eliminating $p$ gives

$$
s_T+2s_N=-\tfrac12 .
$$

The model has one isotropic parabolic band, permittivity $\varepsilon$, and fixed ions of charge $+Ze$ at random positions. The carriers are electrons, the field is weak, and SI units are used. Around one ion, Maxwell-Boltzmann statistics give the electron density $n\exp(e\phi/k_BT)$, where $\phi$ is the electrostatic potential. If $e\phi\ll k_BT$, the excess density is $ne\phi/k_BT$; the unperturbed density $n$ is neutralized by the average ionic background. Poisson's equation becomes

$$
\nabla^2\phi-\frac{\phi}{L^2}=-\frac{Ze}{\varepsilon}\delta(\mathbf r),
\qquad L^2=\frac{\varepsilon k_BT}{e^2n}.
$$

Away from the origin, $r\phi$ obeys $(r\phi)''=r\phi/L^2$, whose decaying solution is $e^{-r/L}$. The flux $-4\pi r^2\varepsilon\phi'$ must tend to $Ze$ as $r\to0$, which fixes the amplitude. The electron's potential energy $V=-e\phi$ is

$$
V(r)=-A\frac{e^{-r/L}}r,\qquad A=\frac{Ze^2}{4\pi\varepsilon}.
$$

For many ions at positions $\mathbf R_j$, the first-order amplitude for wave-vector transfer $\mathbf q$ carries the factor $\sum_j e^{-i\mathbf q\cdot\mathbf R_j}$. In its squared magnitude, each ion contributes one, while a pair contributes $e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}$. For independent, uniformly distributed positions the pair terms average to zero when $\mathbf q\ne0$. The rates of separate ions then add, which is the origin of the factor $N$.

The Born amplitude for one ion is

$$
f=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf q\cdot\mathbf r}V(r)\,d^3r .
$$

The angular integral of the exponential is $4\pi\sin(qr)/(qr)$. With the volume factor $r^2$ and the $1/r$ of the potential,

$$
\int e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-r/L}}r\,d^3r
=\frac{4\pi}{q}\int_0^\infty e^{-r/L}\sin(qr)\,dr
=\frac{4\pi}{q^2+L^{-2}},
$$

because the last integral equals $q/(q^2+L^{-2})$. Therefore

$$
|f|^2=\left(\frac{2mA}{\hbar^2}\right)^2\frac1{(q^2+L^{-2})^2}.
$$

The sign of the ion has dropped out. At this order donors and acceptors scatter equally, so $N$ counts both.

Elastic scattering through an angle $\Theta$ leaves $k$ unchanged and gives $q^2=2k^2(1-\cos\Theta)$. To see which angular average governs transport, consider the Boltzmann equation with a field $F$ along $z$. The force is $-eF$, and $\partial f_0/\partial v_z=-mv_zf_0/k_BT$ for the Maxwell distribution $f_0$. To first order in $F$ the steady state satisfies

$$
\frac{eFv_z}{k_BT}f_0=C[f_1],
$$

where $C$ is the collision operator. Since $f_1$ must have the angular form of $v_z$, we need the average change of $v_z$ in a collision. The outgoing velocity is $v\cos\Theta$ along the old direction plus a perpendicular part whose azimuthal average is zero. On average $v_z$ becomes $v_z\cos\Theta$, and so

$$
C[f_1]=-\frac{f_1}{\tau},\qquad
\frac1\tau=Nv\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=2\pi\int_0^\pi|f|^2(1-\cos\Theta)\sin\Theta\,d\Theta .
$$

The weight $1-\cos\Theta$ suppresses small deflections, which barely change the current.

Put $u=1-\cos\Theta$, so that $du=\sin\Theta\,d\Theta$, and then $w=2k^2L^2u$. The upper limit $u=2$ becomes $w=\beta=4k^2L^2$, and

$$
\int_0^2\frac{u\,du}{(2k^2u+L^{-2})^2}
=\frac1{4k^4}\int_0^\beta\frac{w\,dw}{(1+w)^2}.
$$

Writing $w/(1+w)^2=1/(1+w)-1/(1+w)^2$ gives

$$
\int_0^\beta\frac{w\,dw}{(1+w)^2}
=\ln(1+\beta)-\frac{\beta}{1+\beta}\equiv G(\beta).
$$

The prefactors combine as $2\pi(4m^2A^2/\hbar^4)/(4k^4)$. With $\hbar^4k^4=4m^2E^2$,

$$
\sigma_{\rm tr}=\frac{\pi A^2}{2E^2}G(\beta),\qquad
\tau=\frac{\sqrt{2m}\,E^{3/2}}{\pi NA^2G(\beta)},
$$

where the second result uses $v=\sqrt{2E/m}$. The logarithm comes from deflections between roughly $1/(kL)$ and order one. In that range $|f|^2\propto\Theta^{-4}$, while the solid angle and the momentum weight supply $\Theta^3d\Theta$, leaving $d\Theta/\Theta$. Screening stops this integral at small angles.

The solution $f_1=-eF\tau v_zf_0/k_BT$ gives a mean velocity $-eF\langle v_z^2\tau\rangle/k_BT$. Isotropy replaces $v_z^2$ by $v^2/3$, so

$$
\mu=\frac{e}{3k_BT}\langle v^2\tau\rangle .
$$

Let $x=E/k_BT$. The normalized energy distribution is $(2/\sqrt\pi)x^{1/2}e^{-x}$ and $v^2=2k_BTx/m$. Hence

$$
\mu=\frac em\langle\tau\rangle_w,\qquad
\langle g\rangle_w=\frac4{3\sqrt\pi}\int_0^\infty x^{3/2}e^{-x}g(x)\,dx .
$$

Inserting $\tau$, and writing $\beta=b_1x$ with $b_1=8m\varepsilon(k_BT)^2/(\hbar^2e^2n)$, we obtain

$$
\mu=\frac{4\sqrt2\,e(k_BT)^{3/2}}{3\pi^{3/2}\sqrt m\,NA^2}
\int_0^\infty\frac{x^3e^{-x}}{G(b_1x)}\,dx .
$$

This is the full Born average. The factor $x^3e^{-x}$ is largest where $3/x-1=0$, at $x=3$. Freezing the slowly varying $G$ there leaves $\int_0^\infty x^3e^{-x}dx=6$. Substituting $A^2=Z^2e^4/(16\pi^2\varepsilon^2)$ gives the Brooks-Herring formula,

$$
\mu_{\rm BH}=\frac{128\sqrt{2\pi}\,\varepsilon^2(k_BT)^{3/2}}
{Z^2e^3\sqrt m\,N\,G(b)},\qquad
b=3b_1=\frac{24m\varepsilon(k_BT)^2}{\hbar^2e^2n}.
$$

The quality of the freezing can be estimated when $b$ is large. Then $G(b_1x)\simeq G(b)+y$, with $y=\ln(x/3)$. Expanding the reciprocal gives

$$
\frac{\mu}{\mu_{\rm BH}}\simeq
1-\frac{\overline y}{G(b)}+\frac{\overline{y^2}}{G(b)^2},
$$

where the bar is an average with weight $x^3e^{-x}/6$. Differentiating $\Gamma(s)=\int_0^\infty x^{s-1}e^{-x}dx$ at $s=4$ yields $\overline{\ln x}=\Gamma'(4)/\Gamma(4)=11/6-\gamma$, with $\gamma$ Euler's constant. Thus $\overline y=11/6-\gamma-\ln3\simeq0.16$. This small value keeps the first correction modest. The second has the opposite sign, with $\overline{y^2}\simeq0.31$, and at moderate $G$ it cancels part of the first: in the example below the two terms are about $-4.8$% and $+2.9$%. At sufficiently large $b$ the frozen formula lies slightly above the full average.

For the scaling, differentiate $G$:

$$
\frac{dG}{db}=\frac1{1+b}-\frac1{(1+b)^2}=\frac b{(1+b)^2},
\qquad
\delta\equiv\frac{d\ln G}{d\ln b}=\frac{b^2}{(1+b)^2G(b)}.
$$

Since $b\propto T^2/n$, the frozen formula has

$$
s_T=\frac32-2\delta,\qquad s_N=-1+\delta,
$$

with $n,N$ fixed in the first and $n=N$ in the second. If $N$ changes while $n$ is held fixed, the density exponent is $-1$ within this model. For $b\gg1$, $G\simeq\ln b-1$ and $\delta\simeq1/(\ln b-1)$. This is the precise sense of $\mu\propto T^{3/2}/N$ apart from a logarithm: the exponents approach their nominal values, but slowly. A temperature exponent of 1.4 needs $\delta=0.05$, hence $G\simeq20$, and this occurs at $b\simeq1.3\times10^9$.

The opposite limit, $b\ll1$, removes the scaling altogether. Expansion gives $G\simeq b^2/2$, so

$$
\sigma_{\rm tr}\simeq\frac{16\pi m^2A^2L^4}{\hbar^4},
\qquad \mu\propto T^{-5/2}\frac{n^2}{N}.
$$

The wavelength is now long compared with $L$, scattering is isotropic, and warming lengthens the screening length and enlarges the target. The frozen coefficient also fails: the full integral is $2/b_1^2$, whereas freezing gives $6\times2/(3b_1)^2=4/(3b_1^2)$, a mobility one third below the full Born average. This limit is only formal for the gas treated here. The Born approximation would need $g=2mAL/\hbar^2$ to be small. With $k_T=\sqrt{2mk_BT}/\hbar$ we have $\sqrt{b_1}=2k_TL$, and inserting $A$ and $L^2$ gives $g\sqrt{b_1}=Zk_T^3/(2\pi n)$. If $g$ and $b_1$ are both small, then $n\gg k_T^3$, and the carriers are degenerate, contrary to the Maxwell-Boltzmann statistics assumed.

As an example take $m=0.07$ electron masses, relative permittivity 13, $T=77$ K, $Z=1$ and $n=N=10^{16}$ cm$^{-3}$. The screening length is 21.83 nm, and at $3k_BT=19.9$ meV the wave number is 0.1912 nm$^{-1}$. Thus

$$
b=4(0.1912\times21.83)^2\simeq69.7,\qquad
G=\ln(70.74)-\frac{69.74}{70.74}\simeq3.273 .
$$

The mobility with $G$ set to one is 141,880 cm$^2$/Vs, so

$$
\mu_{\rm BH}=\frac{141{,}880}{3.273}
\simeq4.33\times10^4\ {\rm cm^2/Vs}.
$$

The full Born average is $4.25\times10^4$ cm$^2$/Vs, or 4.25 m$^2$/Vs. Freezing $G$ therefore overestimates it by 2%. The transport cross-section at $3k_BT$ is 159 nm$^2$, giving a transport mean free path $1/(N\sigma_{\rm tr})\simeq628$ nm and a relaxation time of 1.99 ps.

Here $\delta=(69.74/70.74)^2/3.273\simeq0.297$. The frozen exponents are $s_T\simeq0.906$ and $s_N\simeq-0.703$; the full average gives 0.904 and $-0.702$, which satisfy the sum rule to the rounding shown. These are far from 1.5 and $-1$, even though $b$ is much larger than one. Between 77 and 300 K at fixed densities, $T^{3/2}$ grows by a factor 7.7, but $G$ grows from 3.27 to 5.97. Their quotient is 4.2, as is the ratio of the full mobilities. Likewise, raising $n=N$ from $10^{14}$ to $10^{16}$ cm$^{-3}$ at 77 K lowers the full mobility by a factor 42 instead of 100. The logarithm is a substantial part of the answer over these ranges.

Several approximations can be sized for this case. The Born parameter $mA/(\hbar^2k)$ is 0.53 at $3k_BT$, which is not small. Replacing the Born cross-section by phase shifts in the same screened potential multiplies the full Born mobility by 0.96 for attractive ions and by 1.35 for repulsive ones. The leading correction is odd in the ion's charge and would give opposite shifts; the unequal shifts show that higher orders matter. The near agreement for donors is thus no evidence that the expansion converges rapidly. Fermi statistics, included in both the screening and the transport average, raise the mobility by only 1.5%, at a density 0.165 times the effective band density of states.

Electron-electron collisions can have a larger effect than Fermi statistics. They conserve total momentum, which in a parabolic band is proportional to the current, but they redistribute momentum among energies. Write $f_1=-(eF/k_BT)v_z\varphi(x)f_0$ and $\nu=1/\tau$. The transport equation becomes $(\nu+K)\varphi=1$, with $\mu=(e/m)\langle\varphi\rangle_w$. The linearized electron-electron operator $K$ is symmetric under the weight $w$, because each collision and its reverse occur equally often in equilibrium. It is non-negative, because these collisions cannot lower the entropy, and $K1=0$ by momentum conservation. Adding a non-negative operator cannot increase the inverse, which gives the upper bound below. For $M=\nu+K$, the Cauchy-Schwarz inequality gives $\langle M^{-1}1\rangle_w\langle M1\rangle_w\ge1$, and $\langle M1\rangle_w=\langle\nu\rangle_w$. Therefore

$$
\frac{e}{m\langle1/\tau\rangle_w}\le\mu\le\frac em\langle\tau\rangle_w .
$$

The lower limit is a Maxwell distribution drifting as a whole. For constant $G$, the averages of $x^{3/2}$ and $x^{-3/2}$ are $8/\sqrt\pi$ and $4/(3\sqrt\pi)$, so the ratio of the limits is $3\pi/32$, about 0.29. In the example it is 0.53: $G$ falls as the energy decreases below about $3k_BT$, so $\nu$ varies less steeply than $x^{-3/2}$, and this narrows the range. The corresponding lower limit is about $2.3\times10^4$ cm$^2$/Vs. A simple model in which carriers relax towards the drifting distribution at an energy-independent rate equal to $\langle\nu\rangle_w$ gives a factor 0.73. That rate is an illustration, not a computed electron-electron rate.

Screening is less secure. The potential energy has magnitude $0.28k_BT$ at $r=L$, but reaches $k_BT$ at about 10 nm, so linearization fails close to the ion. On average a sphere of radius $L$ holds 0.44 carriers. The smooth screening cloud is then a mean-field construction rather than a picture of many electrons around each ion, and the resulting error in the mobility has not been determined here. The ions are 46 nm apart on the measure $N^{-1/3}$, about twice $L$. The transport mean free path of 628 nm measures the loss of momentum, not the distance between collisions. In the Born approximation that distance follows from the total cross-section, $16\pi m^2A^2L^4/[\hbar^4(1+b)]\simeq1.67\times10^3$ nm$^2$ at $3k_BT$, and is only about 60 nm. Multiplied by $k$ it gives about 11, so it spans many reduced wavelengths, but it is less than three screening lengths and close to the ion spacing. Treating collisions as separate successive events is therefore only roughly justified here.

The parameters are rough values in the regime of gallium arsenide lightly implanted with silicon and annealed, used in a cooled device. The density is low for an implanted transistor channel, where about $10^{17}$ cm$^{-3}$ is a rough typical value. Real layers can break the assumption of full activation without compensation, since silicon on an arsenic site acts as an acceptor. Suppose $N$ stays at $10^{16}$ cm$^{-3}$ while compensation halves $n$. Then $b$ doubles, $G$ rises to 3.95, and $\mu_{\rm BH}$ falls by 17% to about $3.6\times10^4$ cm$^2$/Vs. This Born estimate counts the acceptors, a quarter of the ions in this case, as scattering like donors, whereas the phase shifts above show that repulsive ions scatter less at such coupling. Dopants left neutral by incomplete activation do not enter $N$, though they may scatter in other ways. Lattice vibrations also matter: with a rough lattice mobility of $2\times10^5$ cm$^2$/Vs at 77 K, adding reciprocal mobilities to the full Born result gives about $3.5\times10^4$ cm$^2$/Vs. At 300 K a rough lattice value of $8\times10^3$ gives a total of $7.7\times10^3$ cm$^2$/Vs, so the ionic temperature law would be hidden. The reciprocal sum is itself approximate, because the two mechanisms depend differently on energy. If each has its own relaxation time, adding the rates at each energy before averaging gives a lower mobility, unless the two rates are proportional. At 77 K, with the lattice mobility held at $2\times10^5$ cm$^2$/Vs, a lattice rate proportional to $x^{-1/2}$ gives $3.4\times10^4$ cm$^2$/Vs and one proportional to $x^{1/2}$ gives $3.0\times10^4$. Optical-phonon emission starts near 36 meV, or $x\simeq5.4$, and about a fifth of the weight $x^3e^{-x}$ lies above that energy; including it as a simple out-scattering rate gives roughly $2.8$ to $3.0\times10^4$. The value $3.5\times10^4$ is therefore an upper estimate.

Carrier binding is another uncertainty. The lowest level in the screened potential lies 1.9 meV below the band, less than $k_BT=6.6$ meV. A simple mass-action estimate with this one level, twofold spin and fixed screening makes 25% of the donors neutral. It does not correct for the accompanying change in the continuum states. It also treats each level as isolated, which is doubtful here: the bound state has an rms radius of about 20 nm against an ion spacing of 46 nm, and with the effective Bohr radius $a_B=\hbar^2/(mA)\simeq9.8$ nm the product $N^{1/3}a_B\simeq0.21$ is close to the rough Mott value of 0.26, at which donor states merge into a metallic band. The neutral fraction is thus only an indication of size. If $n$ and $N$ both fell by that fraction, the exponent $-0.70$ would raise the ion-limited mobility by about 22%, neglecting scattering from the neutral donors. Band nonparabolicity enters through the ratio of $3k_BT$ to a rough gap of 1.5 eV, which is 1.3%. The resulting change in mobility can be a few times this ratio, because the mass enters both the scattering rate and the response to the field. The weak-field assumption is also restrictive: at 53 V/cm the drift speed predicted by the full Born mobility is already one tenth of the thermal speed. Carrier heating can set in at lower fields, because elastic scattering from ions removes no energy. The numerical output lists the main values used here.

## Numbers as computed

```
Band mass: 0.07 electron masses
Relative permittivity: 13.0
Temperature: 77 K
Ion and carrier density: 1.0e+16 cm^-3
Thermal energy kT: 6.635 meV
Screening length L: 21.83 nm
Peak energy 3kT: 19.91 meV
Wave number at 3kT: 0.1912 nm^-1
b at 3kT: 69.74 (no unit)
G at 3kT: 3.2731 (no unit)
Transport cross-section at 3kT: 159.2 nm^2
Relaxation time at 3kT: 1.986 ps
Mean free path at 3kT: 628.2 nm
Prefactor mobility (G=1): 141880 cm2/Vs
Brooks-Herring mobility: 43347 cm2/Vs
Full Born average mobility: 42466 cm2/Vs
Frozen/full mobility: 1.0207 (ratio)
Temperature exponent, frozen G: 0.9061 (no unit)
Density exponent, frozen G: -0.7031 (no unit)
Temperature exponent, full: 0.9036 (no unit)
Density exponent, full: -0.7018 (no unit)
b needed for T exponent 1.4: 1.32e+09 (no unit)
T=77 K: G=3.273, mu=42466 cm2/Vs
T=150 K: G=4.586, mu=82450 cm2/Vs
T=300 K: G=5.967, mu=179614 cm2/Vs
N=1e+14 cm^-3: G=7.850, mu=1780047 cm2/Vs
N=1e+15 cm^-3: G=5.550, mu=250915 cm2/Vs
N=1e+16 cm^-3: G=3.273, mu=42466 cm2/Vs
Born parameter mA/(hbar^2 k): 0.532 (no unit)
Phase-shift/Born mobility, attractive: 0.963 (ratio)
Phase-shift/Born mobility, repulsive: 1.353 (ratio)
Density/band density: 0.165 (ratio)
Fermi/Maxwell mobility: 1.015 (ratio)
Screened binding energy: 1.939 meV
Neutral fraction, simple estimate: 25.0 %
Strong e-e collision limit/full: 0.534 (ratio)
Model e-e rate equal to mean ion rate: 0.731 (ratio)
Rough lattice mobility at 77 K: 2e+05 cm2/Vs
Rough combined mobility at 77 K: 3.5e+04 cm2/Vs
Rough lattice mobility at 300 K: 8e+03 cm2/Vs
Rough combined mobility at 300 K: 7.7e+03 cm2/Vs
Rough band gap: 1.5 eV
Nonparabolicity scale 3kT/gap: 1.33 %
Field for drift = 0.1 thermal speed: 52.7 V/cm
Mean ion spacing N^(-1/3): 46.4 nm
Carriers in screening sphere: 0.436 (number)
Potential/kT at r=L: 0.281 (ratio)
```
